# Why Interstitial Magnesium Is a Shallower Double Donor than Selenium in Silicon: a numerical check

```python
"""
Result under test: two double donors in silicon have the same +2 Coulomb tail;
the one with the weaker short-range core attraction has the shallower levels.
  h = -nabla^2/2 - 2/r - V exp(-r^2/rc^2),   H = h1 + h2 + 1/r12
  I2 = -E(one electron)             binding of the electron of D+
  I1 = E(one electron) - E(pair)    first ionization energy of D0
V is fitted to I2; I1 is then predicted.  Internal units are donor units:
length a* = eps*a0/m*, energy Ha* = m*Ha/eps^2.  Printed energies are in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal, block_diag
from scipy.optimize import minimize, brentq
from scipy.integrate import dblquad
from pyscf import gto
from pyscf.scf import atom_hf

HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e9      # nm
MT, ML, EPS = 0.19, 0.92, 11.4                            # rough Si values
ION_LEVEL = {'Mg': 0.26, 'Se': 0.59}                     # rough, eV, fitted
ROUGH_NEUTRAL = {'Mg': 0.11, 'Se': 0.31}                 # rough, eV, not fitted
RANGES = (0.15, 0.20, 0.30)                               # core ranges, nm
RC_MAIN = 0.20
SCREEN_NM = 0.10                                         # screening distance

# ---- anisotropic one-valley donor: ellipsoidal exponential trial function
node, weight = np.polynomial.legendre.leggauss(40)
node, weight = (node + 1) / 2, weight / 2


def angular_factor(a, b):
    return np.sum(weight / np.sqrt(a*a*(1 - node**2) + b*b*node**2))


def valley_energy(log_radii):
    a, b = np.exp(log_radii)
    kinetic = (2/(MT*a*a) + 1/(ML*b*b)) / 6
    return kinetic - angular_factor(a, b)/EPS


best = minimize(valley_energy, np.log([45., 27.]), method='Nelder-Mead',
                options={'xatol': 1e-8, 'fatol': 1e-13, 'maxiter': 2000})
radius_t, radius_l = np.exp(best.x)
mass = -2 * best.fun * EPS**2
mass_inverse_mean = 3 / (2/MT + 1/ML)
ratio = radius_l / radius_t
repulsion_fourier = dblquad(
    lambda q, u: (2/np.pi)*(1 + q*q*((1-u*u) + ratio**2*u*u)/4)**-4,
    0, 1, 0, np.inf)[0]
assert abs(repulsion_fourier - 0.625*angular_factor(1, ratio)) < 1e-6


def donor_units(m):
    return HARTREE*m/EPS**2, BOHR*EPS/m


energy_unit, length_unit = donor_units(mass)

# ---- Gaussian one-electron functions around a charge +2
exponents = {0: 0.06*2.4**np.arange(15), 1: 0.12*2.6**np.arange(8),
             2: 0.4*3.0**np.arange(5)}
shells = [[l, [float(e), 1.0]] for l in exponents for e in exponents[l]]
mol = gto.M(atom='He 0 0 0', basis={'He': shells}, verbose=0)
ao_start = mol.ao_loc_nr()
overlap = mol.intor('int1e_ovlp')
coulomb_h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
index, ortho, h_free, s_raw, exp_sum = [], [], [], [], []
for l in range(3):
    own = [b for b in range(mol.nbas) if mol.bas_angular(b) == l]
    idx = np.array([np.arange(ao_start[b], ao_start[b+1]) for b in own])
    alpha = np.array([mol.bas_exp(b)[0] for b in own])
    pick = np.ix_(idx[:, 0], idx[:, 0])
    val, vec = np.linalg.eigh(overlap[pick])
    x = vec / np.sqrt(val)
    index.append(idx)
    ortho.append(x)
    h_free.append(x.T @ coulomb_h[pick] @ x)
    s_raw.append(overlap[pick])
    exp_sum.append(alpha[:, None] + alpha[None, :])


def core_shape(rc):
    """Matrices of exp(-r^2/rc^2) for l = 0, 1, 2."""
    return [ortho[l].T @ (s_raw[l]*(exp_sum[l]/(exp_sum[l] + rc**-2))**(l+1.5))
            @ ortho[l] for l in range(3)]


def pair_repulsion(eri):
    """Repulsion between pairs coupled to total angular momentum zero."""
    rows = []
    for l in range(3):
        row = []
        for k in range(3):
            a, b = index[l], index[k]
            block = 0
            for m in range(a.shape[1]):
                for n in range(b.shape[1]):
                    sel = np.ix_(a[:, m], b[:, n], a[:, m], b[:, n])
                    block = block + eri[sel].transpose(0, 2, 1, 3)
            block = block.reshape(len(a)**2, len(b)**2)
            block = block / np.sqrt(a.shape[1]*b.shape[1])
            row.append(np.kron(ortho[l], ortho[l]).T @ block
                       @ np.kron(ortho[k], ortho[k]))
        rows.append(row)
    return np.block(rows)


repulsion = pair_repulsion(mol.intor('int2e'))
with mol.with_range_coulomb(length_unit/SCREEN_NM):
    repulsion_long = pair_repulsion(mol.intor('int2e'))
# incomplete screening: 1/r12 gains (eps-1)*erfc(r12/d)/r12
repulsion_screen = repulsion + (EPS - 1)*(repulsion - repulsion_long)


def two_body(ops):
    return block_diag(*[np.kron(o, np.eye(len(o))) + np.kron(np.eye(len(o)), o)
                        for o in ops])


def ion(depth, shape):
    e, v = eigh(h_free[0] - depth*shape[0], subset_by_index=[0, 0])
    return e[0], v[:, 0]


def pair(depth, shape, w=repulsion):
    one = two_body([h - depth*s for h, s in zip(h_free, shape)])
    e, v = eigh(one + w, subset_by_index=[0, 0])
    return e[0], v[:, 0]


def first_level(depth, shape, w=repulsion):
    return ion(depth, shape)[0] - pair(depth, shape, w)[0]


def fit_and_predict(target_ev, rc_nm, m=mass, w=repulsion):
    e_unit, l_unit = donor_units(m)
    shape = core_shape(rc_nm/l_unit)
    depth = brentq(lambda d: ion(d, shape)[0] + target_ev/e_unit, 0, 1000)
    return depth, first_level(depth, shape, w)*e_unit


# ---- independent pair energy: Hylleraas functions of s=r1+r2, t=r2-r1, u=r12
def hylleraas(depth, rc, k):
    xs, ws = np.polynomial.laguerre.laggauss(40)
    y, wy = np.polynomial.legendre.leggauss(20)
    y, wy = (y + 1)/2, wy/2
    s, yu, yt = [g.ravel() for g in np.meshgrid(xs/(2*k), y, y, indexing='ij')]
    w = np.einsum('i,j,k->ijk', ws/(2*k), wy, wy).ravel()
    u = s*yu
    t = u*yt
    w = w*s*u
    powers = [(a, b, c) for a in range(6) for b in (0, 2, 4) for c in range(6)
              if a + b + c <= 5]
    f = np.array([s**a * t**b * u**c for a, b, c in powers])
    fs = np.array([(a/s - k)*g for (a, b, c), g in zip(powers, f)])
    ft = np.array([b/t*g for (a, b, c), g in zip(powers, f)])
    fu = np.array([c/u*g for (a, b, c), g in zip(powers, f)])
    vol = w*u*(s*s - t*t)
    norm = (f*vol) @ f.T
    ham = (fs*vol) @ fs.T + (ft*vol) @ ft.T + (fu*vol) @ fu.T
    cross = (fu*w*s*(u*u - t*t)) @ fs.T + (fu*w*t*(s*s - u*u)) @ ft.T
    core = np.exp(-((s-t)/(2*rc))**2) + np.exp(-((s+t)/(2*rc))**2)
    pot = w*(-8*s*u + s*s - t*t) - depth*core*vol
    ham = ham + cross + cross.T + (f*pot) @ f.T
    d = 1/np.sqrt(np.diag(norm))
    return eigh(ham*np.outer(d, d), norm*np.outer(d, d), eigvals_only=True)[0]


pair_checks = []
for depth, rc in ((0., 1.), (2., 1.)):
    e_ci = pair(depth, core_shape(rc))[0]
    e_hy = min(hylleraas(depth, rc, k) for k in (1.6, 2.0, 2.4, 2.8))
    assert abs(e_ci - e_hy) < 0.004     # s, p, d functions miss part of the cusp
    pair_checks.append((e_ci, e_hy))


# ---- independent D+ energy, self-repulsion and mean radius on a radial grid
def radial_grid(depth, rc, step=0.001, end=7.0):
    r = step*np.arange(1, int(end/step))
    diag = 1/step**2 - 2/r - depth*np.exp(-(r/rc)**2)
    e, v = eigh_tridiagonal(diag, np.full(len(r)-1, -0.5/step**2),
                            select='i', select_range=(0, 0))
    rho = v[:, 0]**2
    rho = rho/rho.sum()
    return e[0], 2*np.sum(rho/r*(np.cumsum(rho) - rho/2)), np.sum(rho*r)


# ---- no core, then the two donors
shape_main = core_shape(RC_MAIN/length_unit)
bare_ion = -ion(0, shape_main)[0]*energy_unit
bare_neutral = first_level(0, shape_main)*energy_unit
assert abs(bare_ion/(2*energy_unit) - 1) < 1e-3


def core_weights(depth):
    c = ion(depth, shape_main)[1]
    v = pair(depth, shape_main)[1]
    return c @ shape_main[0] @ c, v @ two_body(shape_main) @ v


def check_response(depth, step):
    one, two = core_weights(depth)
    slope1 = (first_level(depth+step, shape_main)
              - first_level(depth-step, shape_main))/(2*step)
    slope2 = -(ion(depth+step, shape_main)[0]
               - ion(depth-step, shape_main)[0])/(2*step)
    assert abs(slope1/(two-one) - 1) < 5e-3
    assert abs(slope2/one - 1) < 5e-3
    return (two-one)/one


weak_ratio = check_response(0., 0.1)
results = {}
for name, target in ION_LEVEL.items():
    depth, neutral = fit_and_predict(target, RC_MAIN)
    e_grid, j_grid, r_grid = radial_grid(depth, RC_MAIN/length_unit)
    c = ion(depth, shape_main)[1]
    n = len(c)
    cc = np.kron(c, c)
    j_basis = cc @ repulsion[:n*n, :n*n] @ cc
    assert abs(e_grid*energy_unit + target) < 0.001
    assert abs(j_grid/j_basis - 1) < 0.01
    assert neutral > (-e_grid - j_grid)*energy_unit
    one, two = core_weights(depth)
    results[name] = dict(
        depth=depth*energy_unit, neutral=neutral, J=j_grid*energy_unit,
        radius=r_grid*length_unit, one=one, two=two,
        ratio=check_response(depth, 0.3),
        linear=bare_neutral + weak_ratio*(target - bare_ion),
        ranges=[fit_and_predict(target, rc)[1] for rc in RANGES],
        mass=fit_and_predict(target, RC_MAIN, m=mass_inverse_mean)[1],
        screen=fit_and_predict(target, RC_MAIN, w=repulsion_screen)[1],
        tail=length_unit/np.sqrt(2*neutral/energy_unit))
mg, se = results['Mg'], results['Se']
scan = [first_level(d, shape_main)
        for d in np.linspace(0, se['depth']/energy_unit, 13)]
assert np.all(np.diff(scan) > 0)
assert mg['depth'] < se['depth']
assert max(mg['ranges']) < min(se['ranges'])
assert mg['mass'] < se['mass'] and mg['screen'] < se['screen']

# ---- free atoms: spherically averaged Hartree-Fock valence s levels
atom_s = {}
for name, position in (('Mg', 5), ('Si', 5), ('Se', 14)):
    atom = gto.M(atom=name + ' 0 0 0', basis='def2-tzvp', verbose=0)
    _, e, _, occ = next(iter(atom_hf.get_atm_nrhf(atom).values()))
    filled = np.sort(np.asarray(e)[np.asarray(occ) > 1e-3])
    atom_s[name] = filled[position]*HARTREE
assert atom_s['Se'] < atom_s['Si'] < atom_s['Mg']

thermal = sc.k*300/sc.e
field = 0.01e8                                            # V/m
field_lowering = 2*np.sqrt(sc.e*field/(4*np.pi*sc.epsilon_0*EPS))
spacing = (1e15)**(-1/3)*1e7                              # nm

print(f"Inputs: m_t = {MT}, m_l = {ML} (free masses), eps = {EPS}")
print(f"Ellipsoid radii: {radius_t*BOHR:.3f} and {radius_l*BOHR:.3f} nm")
print(f"Effective scalar mass m* = {mass:.4f} free masses")
print(f"Mean-inverse mass = {mass_inverse_mean:.4f} free masses")
print(f"Ry* = {energy_unit/2:.4f} eV, Ha* = {energy_unit:.4f} eV")
print(f"a* = {length_unit:.3f} nm")
print(f"No core: I2 = {bare_ion:.4f} eV, I1 = {bare_neutral:.4f} eV")
for label, (e_ci, e_hy) in zip(('no core', 'test core'), pair_checks):
    print(f"Pair energy, {label}: CI {e_ci:.4f}, Hylleraas {e_hy:.4f} Ha*")
print(f"Weak-core ratio dI1/dI2 = {weak_ratio:.3f}")
print(f"Main core range = {RC_MAIN:.2f} nm")
for name, q in results.items():
    print(f"{name}: rough fitted I2 = {ION_LEVEL[name]:.2f} eV")
    print(f"{name}: effective core depth V = {q['depth']:.3f} eV")
    print(f"{name}: predicted I1 = {q['neutral']:.3f} eV")
    print(f"{name}: rough measured I1 = {ROUGH_NEUTRAL[name]:.2f} eV")
    print(f"{name}: weak-core linear estimate of I1 = {q['linear']:.3f} eV")
    print(f"{name}: frozen repulsion J = {q['J']:.3f} eV")
    print(f"{name}: frozen bound I2-J = {ION_LEVEL[name]-q['J']:.3f} eV")
    print(f"{name}: I2-I1 = {ION_LEVEL[name]-q['neutral']:.3f} eV")
    print(f"{name}: core weight, D+ {q['one']:.4f}, D0 total {q['two']:.4f}")
    print(f"{name}: local ratio dI1/dI2 = {q['ratio']:.3f}")
    print(f"{name}: mean radius of D+ orbital = {q['radius']:.3f} nm")
    print(f"{name}: decay length of D0 tail = {q['tail']:.3f} nm")
    print(f"{name}: I1 for core ranges 0.15, 0.20, 0.30 nm = "
          + ", ".join(f"{v:.3f}" for v in q['ranges']) + " eV")
    print(f"{name}: I1 with mean-inverse mass = {q['mass']:.3f} eV")
    print(f"{name}: I1 with incomplete screening = {q['screen']:.3f} eV")
print(f"Screening distance used = {SCREEN_NM:.2f} nm")
for name, value in atom_s.items():
    print(f"Free {name} atom: valence s level = {value:.2f} eV")
print(f"Thermal energy at 300 K = {thermal:.4f} eV")
print(f"Field lowering of I1 at 0.01 MV/cm = {field_lowering:.4f} eV")
print(f"Donor spacing at 1e15 cm^-3 = {spacing:.1f} nm")
print("all assertions hold")
```

Printed output:

```
Inputs: m_t = 0.19, m_l = 0.92 (free masses), eps = 11.4
Ellipsoid radii: 2.373 and 1.361 nm
Effective scalar mass m* = 0.2979 free masses
Mean-inverse mass = 0.2583 free masses
Ry* = 0.0312 eV, Ha* = 0.0624 eV
a* = 2.025 nm
No core: I2 = 0.1247 eV, I1 = 0.0563 eV
Pair energy, no core: CI -2.9027, Hylleraas -2.9037 Ha*
Pair energy, test core: CI -5.1845, Hylleraas -5.1858 Ha*
Weak-core ratio dI1/dI2 = 0.429
Main core range = 0.20 nm
Mg: rough fitted I2 = 0.26 eV
Mg: effective core depth V = 5.039 eV
Mg: predicted I1 = 0.122 eV
Mg: rough measured I1 = 0.11 eV
Mg: weak-core linear estimate of I1 = 0.114 eV
Mg: frozen repulsion J = 0.155 eV
Mg: frozen bound I2-J = 0.105 eV
Mg: I2-I1 = 0.138 eV
Mg: core weight, D+ 0.0621, D0 total 0.0961
Mg: local ratio dI1/dI2 = 0.547
Mg: mean radius of D+ orbital = 0.794 nm
Mg: decay length of D0 tail = 1.025 nm
Mg: I1 for core ranges 0.15, 0.20, 0.30 nm = 0.120, 0.122, 0.126 eV
Mg: I1 with mean-inverse mass = 0.124 eV
Mg: I1 with incomplete screening = 0.115 eV
Se: rough fitted I2 = 0.59 eV
Se: effective core depth V = 8.148 eV
Se: predicted I1 = 0.342 eV
Se: rough measured I1 = 0.31 eV
Se: weak-core linear estimate of I1 = 0.256 eV
Se: frozen repulsion J = 0.265 eV
Se: frozen bound I2-J = 0.325 eV
Se: I2-I1 = 0.248 eV
Se: core weight, D+ 0.1552, D0 total 0.2721
Se: local ratio dI1/dI2 = 0.753
Se: mean radius of D+ orbital = 0.463 nm
Se: decay length of D0 tail = 0.612 nm
Se: I1 for core ranges 0.15, 0.20, 0.30 nm = 0.328, 0.342, 0.364 eV
Se: I1 with mean-inverse mass = 0.349 eV
Se: I1 with incomplete screening = 0.301 eV
Screening distance used = 0.10 nm
Free Mg atom: valence s level = -6.88 eV
Free Si atom: valence s level = -15.53 eV
Free Se atom: valence s level = -23.42 eV
Thermal energy at 300 K = 0.0259 eV
Field lowering of I1 at 0.01 MV/cm = 0.0225 eV
Donor spacing at 1e15 cm^-3 = 100.0 nm
all assertions hold
```
